Moseley's law and its screening constant from first-order perturbation theory

**Problem**

An atom has lost one 1s electron. A 2p electron drops into the vacancy and a photon is emitted.

(a) Treat the jump as that of one electron in a hydrogenic field of charge Z − σ. Find the photon energy E, show that √E is linear in Z, and evaluate E for copper (Z = 29) with σ = 1.

(b) Consider an ion whose K and L shells are full except for the vacancy. Using first-order perturbation theory in the electron repulsion, find how σ is fixed.

(c) Calculate σ and find which electrons do the screening.

(d) Examine what the first-order result leaves out for copper.

**Solution**

The treatment is nonrelativistic, with a fixed point nucleus. Equations are in atomic units, with energies in hartree (1 hartree = 2 Ry = 27.2114 eV).

**(a) The hydrogenic line**

An electron in the field of charge Z − σ has levels −(Z − σ)²/(2n²). The photon carries away the difference between n = 2 and n = 1:

E = ½(Z − σ)²(1 − 1/4) = (3/8)(Z − σ)² hartree = (3/4) Ry (Z − σ)².

Taking the root gives Moseley's law, √E = √(3/8) (Z − σ), a straight line in Z that meets the axis at Z = σ. For copper with σ = 1,

E = 0.75 × 13.6057 eV × 28² ≈ 8000 eV = 8.0 keV,

or a wavelength of 155 pm. Without screening the result would be 8582 eV. So far σ = 1 is an assumption.

**(b) What fixes σ**

The initial state is 1s¹2s²2p⁶ and the final state is 1s²2s²2p⁵, with nine electrons in each. Put r = x/Z in the Hamiltonian. Kinetic energy and nuclear attraction scale as Z², the repulsion as Z:

H = Z² [ Σ(−½∇ₓ² − 1/x) + (1/Z) Σ 1/x₁₂ ],

where the last sum runs over pairs. The small parameter is 1/Z, and each energy has the form Z²ε₀ + Zε₁ + O(1). At zeroth order,

initial: ε₀ = −1/2 − 8/8 = −3/2,
final: ε₀ = −2/2 − 7/8 = −15/8,

with difference 3/8. Let V be the repulsion energy of each state in hydrogenic orbitals for Z = 1. Then

E = (3/8)Z² − cZ + O(1), c = V(final) − V(initial).

Expanding the model, (3/8)(Z − σ)² = (3/8)Z² − (3/4)σZ + (3/8)σ², and equating the linear terms gives

σ = 4c/3.

Is V simply an expectation value, although 2s and 2p are degenerate at zeroth order? In the final state a 2s vacancy has L = 0 and a 2p vacancy has L = 1. The repulsion conserves L, so they do not mix. In the initial state the L shell is full, which leaves no such choice. That state can also eject an electron while another fills the vacancy, but this coupling to the continuum changes its energy only at second order, in the O(1) term.

**(c) Calculation of σ**

*Reduction to spectators.* In a determinant each pair of electrons contributes a direct integral J, minus an exchange integral K if the spins are equal. Let the active electron have spin up and move from 2p_z to 1s. The other eight electrons, the spectators, are 1s↓, 2s² and 2p⁵. Their mutual repulsion cancels in c. What remains is their repulsion with the active electron in 1s, minus that in 2p_z.

Let P(r) = rR(r) be the normalized radial functions, r< and r> the smaller and larger of r and s, and

Fᵏ(a,b) = ∬ Pₐ(r)² P_b(s)² r<ᵏ/r>ᵏ⁺¹ dr ds,
Gᵏ(a,b) = ∬ Pₐ(r)P_b(r) Pₐ(s)P_b(s) r<ᵏ/r>ᵏ⁺¹ dr ds.

The angular factors follow from 1/r₁₂ = Σₖ (r<ᵏ/r>ᵏ⁺¹) Pₖ(cos γ), where Pₖ is a Legendre polynomial and γ the angle between the two electrons.

- If one orbital is an s orbital, its density is spherical, only k = 0 survives, and J = F⁰. Also K(1s,2s) = G⁰.
- For an s and a p orbital the exchange density has the angular form of p, so only k = 1 survives, with factor 1/3: K = G¹/3.
- For 2p_z with 2p⁵, add the active electron's interaction with itself, J − K = 0, to complete the shell. The full shell is spherical, so its direct part is 6F⁰. In the exchange part, the sum over the three p orbitals gives (3/4π)P₁(cos γ). Since P₁P₀ = P₁ and P₁P₂ = (2/5)P₁ + (3/5)P₃, projection on 2p_z gives F⁰ + (2/5)F². The total is 5F⁰ − (2/5)F².

The active 1s↑ electron has exchange with two of the 2p⁵ electrons, and none with 1s↓. Hence c = c(1s) + c(2s²) + c(2p⁵), with

c(1s) = F⁰(1s,1s) − F⁰(1s,2p),
c(2s²) = 2F⁰(1s,2s) − G⁰(1s,2s) − 2F⁰(2s,2p) + G¹(2s,2p)/3,
c(2p⁵) = 5F⁰(1s,2p) − (2/3)G¹(1s,2p) − 5F⁰(2p,2p) + (2/5)F²(2p,2p).

*Direct integrals with k = 0.* The radial functions for Z = 1 are

P₁ₛ = 2r e^(−r), P₂ₛ = (r − r²/2)e^(−r/2)/√2, P₂ₚ = r² e^(−r/2)/√24.

The charge inside r, divided by r, plus the contribution from outside gives the potentials of the 1s and 2p densities:

U₁ₛ = 1/r − e^(−2r)(1/r + 1),
U₂ₚ = 1/r − e^(−r)(1/r + 3/4 + r/4 + r²/24).

Average these over the other density, using ⟨1/r⟩ = 1/n² and ∫₀^∞ rⁿe^(−ar)dr = n!/aⁿ⁺¹:

F⁰(1s,1s) = 1 − 4∫(r + r²)e^(−4r)dr = 1 − 3/8 = 5/8
F⁰(1s,2s) = 1/4 − ½∫(r − 3r³/4 + r⁴/4)e^(−3r)dr = 1/4 − 13/324 = 17/81
F⁰(1s,2p) = 1/4 − (1/24)∫(r³ + r⁴)e^(−3r)dr = 1/4 − 7/972 = 59/243
F⁰(2s,2p) = 1/4 − ½∫(r − r²/4 − r³/4 − r⁴/48 + r⁵/48 + r⁶/96)e^(−2r)dr = 1/4 − 45/512 = 83/512
F⁰(2p,2p) = 1/4 − (1/24)∫(r³ + 3r⁴/4 + r⁵/4 + r⁶/24)e^(−2r)dr = 1/4 − 35/512 = 93/512

*The other integrals.* Here both electrons have the same radial density f, so the regions r > s and r < s contribute equally:

2∫₀^∞ ds sᵏ f(s) ∫ₛ^∞ dr f(r)/rᵏ⁺¹.

For G⁰(1s,2s), f = √2(r² − r³/2)e^(−3r/2), and the inner integral is √2 e^(−3s/2)(4/27 + 2s/9 − s²/3). Thus

G⁰(1s,2s) = 4∫(4s²/27 + 4s³/27 − 4s⁴/9 + s⁵/6)e^(−3s)ds = 4 × 4/729 = 16/729.

For G¹(1s,2p), f = 2r³e^(−3r/2)/√24, and ∫ₛ^∞ r e^(−3r/2)dr = e^(−3s/2)(2s/3 + 4/9):

G¹(1s,2p) = (1/3)∫s⁴(2s/3 + 4/9)e^(−3s)ds = (1/3)(80/729 + 32/729) = 112/2187.

For G¹(2s,2p), f = (r³ − r⁴/2)e^(−r)/√48, and ∫ₛ^∞(r − r²/2)e^(−r)dr = −(s²/2)e^(−s):

G¹(2s,2p) = (1/24)∫(−s⁶/2 + s⁷/4)e^(−2s)ds = (1/24)(−45/16 + 315/64) = 45/512.

For F²(2p,2p), f = r⁴e^(−r)/24, and ∫ₛ^∞ r e^(−r)dr = (s + 1)e^(−s):

F²(2p,2p) = (1/288)∫(s⁷ + s⁶)e^(−2s)ds = (1/288)(315/16 + 90/16) = 45/512.

*Sum.* In hartree,

c(1s) = 0.6250 − 0.2428 = 0.3822,
c(2s²) = 0.4198 − 0.0219 − 0.3242 + 0.0293 = 0.1029 (from unrounded terms),
c(2p⁵) = 1.2140 − 0.0341 − 0.9082 + 0.0352 = 0.3068 (from unrounded terms),

so c = 0.7919 and

σ = (4/3) × 0.7919 = 1.056.

The screening constant is indeed near one. Its parts are 0.51 from the remaining 1s electron, 0.14 from 2s² and 0.41 from 2p⁵. At first order, therefore, the remaining 1s electron supplies only about half of the screening, not the whole unit.

Two limits explain the division. A spectator sitting at the nucleus would repel the active electron by ⟨1/r⟩, giving c = 1 − 1/4 = 3/4 and σ = 1. A spectator far outside both orbitals would repel the electron equally in 1s and 2p, giving σ = 0. The real 1s spectator lies between these limits, because it shares the region of the active 1s electron instead of lying inside it. Each L electron contributes little, about 0.08 on average, but there are seven.

**(d) What first order leaves out**

*The constant term.* For copper the strict expression (3/8)Z² − cZ gives 7957 eV, while (3/8)(Z − σ)² with σ = 1.056 gives 7968 eV. The difference of 11 eV is the term (3/8)σ², which comes from completing the square. First order does not justify it, since second order contributes at the same power of Z. If the true constant is d, define an effective screening by E = (3/8)(Z − σ_eff)². To leading order in 1/Z,

σ_eff ≈ σ − (4/3)(d − 3σ²/8)/Z.

Part of the effect can be measured with Hartree–Fock calculations in a Gaussian basis. Each state is a single determinant at zeroth order, so Hartree–Fock reproduces the terms in Z² and Z. Of the constant term it contains only the part due to orbital relaxation, because electron correlation also enters at order Z⁰ and is missing. The numbers below therefore test the formula with the Hartree–Fock constant in place of the true d. Each vacancy state is made self-consistent separately, with spin-unrestricted orbitals, and E is the difference of the two total energies. For the nine-electron ions this gives

Z = 20: σ_eff = 0.980
Z = 29: σ_eff = 1.006
Z = 40: σ_eff = 1.020

The distances below 1.056 are 0.076, 0.050 and 0.036. Multiplied by Z they are 1.5, 1.5 and 1.4, nearly constant, as the formula requires. At Z = 29 the line lies at 7997 eV. The third decimal of σ_eff is uncertain by about one unit: at Z = 29 spin-restricted orbitals raise the line by 0.3 eV, adding d and f functions to the s,p basis raises it by 0.2 eV, and either change turns 1.006 into 1.005.

*The M shell.* Copper also has M electrons. If they are given hydrogenic orbitals of the full charge 29, first order raises σ to 1.31, well above one. But these orbitals are far too compact: their mean radius is 0.397 bohr, against 0.88 bohr in a Hartree–Fock calculation for the ion with full K, L and M shells. More extended electrons are closer to the outside limit of part (c). With all orbitals held fixed, M-shell repulsion lowers the line by 152 eV for hydrogenic orbitals, but by 47 eV for the Hartree–Fock ones. First order in the bare-charge orbitals is thus a poor guide for the M shell of copper.

The separately self-consistent calculation with K, L and M shells full except for the vacancy (the 4s electron is omitted; including it lowers the line by 0.1 to 0.2 eV) gives 7957 eV, or σ_eff = 1.08. Its agreement with the strict first-order value is a cancellation: for the nine-electron ion the higher-order terms contained in Hartree–Fock raise the line by 40 eV, and adding the M shell lowers it by 40 eV.

*Range of validity.* Moseley's value with σ = 1 lies 0.5 % above this Hartree–Fock value. That figure is not an error relative to experiment, because Hartree–Fock omits electron correlation and the calculation here omits relativity. Relativistic corrections have relative order (Zα)², with α the fine-structure constant. They already matter for copper, where (Zα)² = 0.045: the one-electron mass-velocity and Darwin terms raise the line by about 90 eV, roughly 1 % and more than twice either 40 eV term above (Breit and radiative corrections not included). They grow with Z, so the straight line for √E must fail in heavy atoms. At small Z the terms beyond first order carry more relative weight, and a neutral atom with Z < 10 does not have the full L shell assumed in the calculation of σ.
